# Multistructural Torsional Partition Function: Derivation and Temperature Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one torsional well to the sum over structures

**Q.** A flexible molecule has several conformers. I can find each minimum, compute its normal frequencies, and add the harmonic partition functions with Boltzmann factors. What is wrong with that?

**A.** It treats every torsional well as a parabola that extends to infinity. A torsional angle is periodic, and its potential has a finite top. Once the thermal energy is comparable with the barrier, the parabola no longer describes the accessible region. The growth with temperature is also wrong. A classical oscillator contributes a factor proportional to $T$, whereas a classical rotor about one axis contributes a factor proportional to $T^{1/2}$. The multistructural torsional method of Zheng and Truhlar, MS-T for short, keeps the sum over minima and corrects each term.

**Q.** Then start from something I can accept without reference to wells. What is the partition function before any harmonic approximation?

**A.** Take one electronic state and leave out translation. Let there be $F$ internal coordinates $q=(\phi,s)$: $t$ torsional angles $\phi$ in radians, and $F-t$ other coordinates $s$. Write $\beta=1/(k_BT)$. With body-fixed angular velocity $\omega_b$, the kinetic energy is

$$T_{\rm kin}=\tfrac12\begin{pmatrix}\omega_b\\ \dot q\end{pmatrix}^{\!T}
\begin{pmatrix} I & B\\ B^T & C\end{pmatrix}
\begin{pmatrix}\omega_b\\ \dot q\end{pmatrix},$$

where $I$ is the inertia tensor, $B$ the coupling of internal motion to rotation, and $C$ the internal mass matrix.

The classical partition function is the integral of $e^{-\beta(T_{\rm kin}+V)}$ over coordinates and momenta, divided by $(2\pi\hbar)^{F+3}$. A Gaussian integral is needed repeatedly. For a positive definite $n\times n$ matrix $X$,

$$\int d^nx\,e^{-\beta x^TXx/2}=\left(\frac{2\pi}{\beta}\right)^{n/2}(\det X)^{-1/2},$$

because an orthogonal change of variables diagonalizes $X$ and leaves $n$ one-dimensional Gaussians. In the momentum integral, $X$ is the inverse of the mass matrix, so the square root of the mass determinant appears in the numerator. The Euler-angle velocities are related to $\omega_b$ by a matrix whose determinant has magnitude $\sin\theta$. The integral of $\sin\theta$ over the three Euler angles is $8\pi^2$.

**Q.** Rotation and torsion are coupled through $B$. Have you quietly dropped it?

**A.** No. For any block matrix with invertible $P$,

$$\det\begin{pmatrix}P&R\\R^T&S\end{pmatrix}=\det P\,\det(S-R^TP^{-1}R).\tag{1}$$

To see this, subtract $R^TP^{-1}$ times the first block row from the second. The determinant does not change, and the matrix becomes block triangular. Applied to the kinetic energy, this gives $\det I\,\det A$ with

$$A=C-B^TI^{-1}B.$$

The coupling is inside $A$, the vibrational mass matrix after removal of overall rotation.

Here comes the first assumption: within the region belonging to structure $j$, both $I$ and $A$ are fixed at their values at the minimum. The region then contributes a product of two factors. The rotational one is

$$Q_{{\rm rot},j}=\frac{8\pi^2}{\sigma_j}(2\pi\beta\hbar^2)^{-3/2}\sqrt{\det I_j},$$

since each pair of a momentum integral and a factor $1/(2\pi\hbar)$ gives $(2\pi/\beta)^{1/2}/(2\pi\hbar)=(2\pi\beta\hbar^2)^{-1/2}$. The internal one is

$$Z_j=(2\pi\beta\hbar^2)^{-F/2}\sqrt{\det A_j}\int_j d\phi\,ds\,e^{-\beta V}.\tag{2}$$

**Q.** You inserted a symmetry number $\sigma_j$. How do you avoid counting a methyl group three times?

**A.** Label all identical nuclei first. Let $g$ be the number of their permutations that can be reached by overall and internal rotation. The labelled integral over all wells must be divided by $g$. Suppose that $\sigma_j$ of these permutations return well $j$ to itself, up to an overall rotation. The permutations then carry this well into $g/\sigma_j$ labelled copies, all with the same integral. Dividing by $g$ leaves one copy with weight $1/\sigma_j$. The sum therefore runs over distinguishable structures, each with its own $\sigma_j$. Mirror-image conformers that no such permutation interchanges are separate structures.

**Q.** The integral in (2) still has bond stretches and bends coupled to torsion. Do you freeze them?

**A.** They relax. Near the path on which $s$ has its lowest energy for given $\phi$, write

$$V(\phi,s)=V_t(\phi)+\tfrac12[s-\bar s(\phi)]^TH_{ss}[s-\bar s(\phi)].$$

The second assumption is that $H_{ss}$ is constant in the region of structure $j$ and that the integral over $s$ can be extended to infinity. Shifting $s$ by $\bar s(\phi)$ has unit Jacobian, so the Gaussian integral gives

$$\int_j d\phi\,ds\,e^{-\beta V}=\left(\frac{2\pi}{\beta}\right)^{(F-t)/2}(\det H_{ss})^{-1/2}\int_j d\phi\,e^{-\beta V_t}.\tag{3}$$

To find the curvature of $V_t$ at the minimum, let $x$ and $z$ be the displacements of $\phi$ and $s$. The quadratic energy is

$$\tfrac12x^TH_{\phi\phi}x+x^TH_{\phi s}z+\tfrac12z^TH_{ss}z.$$

Setting its derivative with respect to $z$ to zero gives $z=-H_{ss}^{-1}H_{s\phi}x$. On substitution, the second term becomes $-x^TH_{\phi s}H_{ss}^{-1}H_{s\phi}x$ and the third becomes half of that with the opposite sign. What remains is $\tfrac12x^TKx$ with

$$K=H_{\phi\phi}-H_{\phi s}H_{ss}^{-1}H_{s\phi}.$$

This is the relaxed torsional Hessian. It is softer than $H_{\phi\phi}$, or equally stiff, because the subtracted matrix has no negative eigenvalue.

**Q.** You want to correct the harmonic result, so compare with it. What is the ratio?

**A.** In the classical harmonic approximation the whole potential is $U_j$ plus a quadratic form with Hessian $H$, integrated over all $F$ coordinates. Apart from $e^{-\beta U_j}$, (2) gives

$$Z_j^{\rm har}=(2\pi\beta\hbar^2)^{-F/2}\left(\frac{2\pi}{\beta}\right)^{F/2}\sqrt{\frac{\det A}{\det H}}
=\prod_{m=1}^F\frac1{\beta\hbar\omega_{jm}}.\tag{4}$$

The last step uses $\prod_m\omega_{jm}^2=\det(A^{-1}H)$, since the squared normal frequencies are the eigenvalues of $A^{-1}H$. Now divide (2), with (3) inserted, by (4). The factor $\sqrt{\det A}$ cancels. The powers of $2\pi/\beta$ leave $(2\pi/\beta)^{-t/2}$. Identity (1), with $H_{ss}$ as the block $P$, gives $\det H=\det H_{ss}\det K$. Hence

$$R_j=\left(\frac{\beta}{2\pi}\right)^{t/2}\sqrt{\det K_j}\int_j d\phi\,e^{-\beta[V_t(\phi)-U_j]}.\tag{5}$$

**Q.** No mass is left. That looks suspicious for a theory of internal rotation.

**A.** It is a property of classical equilibrium with a constant mass matrix. The momentum integral is the same for the parabola and for the periodic potential, so their ratio depends on the potential alone. The masses remain in the harmonic factor that $R_j$ multiplies.

They can also be displayed as moments of inertia. Let $D=A_{\phi\phi}$, the $t\times t$ matrix of reduced moments for the torsions. Let $G=A^{-1}$, and define nontorsional frequencies $\bar\omega_k$ through the eigenvalues $\bar\omega_k^2$ of $G_{ss}H_{ss}$. To find $G_{ss}$, solve

$$A_{\phi\phi}x+A_{\phi s}z=0,\qquad A_{s\phi}x+A_{ss}z=b.$$

The first equation gives $x=-A_{\phi\phi}^{-1}A_{\phi s}z$, and the second becomes $(A_{ss}-A_{s\phi}A_{\phi\phi}^{-1}A_{\phi s})z=b$. Since also $z=G_{ss}b$, the matrix in parentheses is $G_{ss}^{-1}$. By (1), $\det A=\det D/\det G_{ss}$. Therefore

$$\frac{\prod_m\omega_m^2}{\prod_k\bar\omega_k^2}
=\frac{\det H/\det A}{\det G_{ss}\det H_{ss}}
=\frac{\det H_{ss}\det K}{\det D\,\det H_{ss}}
=\frac{\det K}{\det D}.\tag{6}$$

Thus $\sqrt{\det K}$ in (5) may be replaced by $\sqrt{\det D}\,\prod\omega/\prod\bar\omega$. A numerical test with random positive definite $5\times5$ matrices gives 4.49028535 for both expressions.

**Q.** Your integral in (5) is over "the region of structure $j$". Who decides where one structure ends?

**A.** A partition of the torsional torus does. With labelled nuclei, assign every point $\phi$ to the nearest minimum, measuring each angular difference around the shorter way. These are Voronoi cells. Call their volumes $\Omega_j$, measured in radians to the power $t$. They cover the torus without overlap, so their labelled sum is $(2\pi)^t$. Other partitions have that property too, but Voronoi cells need the positions of the minima and no further information about the potential.

**Q.** To integrate over a cell you still need the potential everywhere in it. If you had that, you would not need this method.

**A.** That is where the model enters. It replaces the true potential and cell shape by a reference that uses information at the minimum and the cell volume. Diagonalize

$$K_j=L_j\,{\rm diag}(k_{j1},\ldots,k_{jt})\,L_j^T,\qquad y=L_j^T(\phi-\phi_j),$$

with orthogonal $L_j$, so that $d\phi=dy$. Replace the cell by a box with edges $2\pi/M_{j\eta}$ along the directions $y_\eta$, and require

$$\prod_{\eta=1}^t\frac{2\pi}{M_{j\eta}}=\Omega_j.\tag{7}$$

For strongly coupled torsions use a common value $M_j=2\pi/\Omega_j^{1/t}$. It is a local periodicity and need not be an integer. If the torsions are separable, $K_j$ is diagonal and each angle can have its own $M$. Inside the box take

$$V_{\rm ref}=U_j+\sum_\eta\frac{W_{j\eta}}2[1-\cos(M_{j\eta}y_\eta)].$$

Its second derivative at the minimum is $W_{j\eta}M_{j\eta}^2/2$. Equating this to $k_{j\eta}$ fixes the effective barrier:

$$W_{j\eta}=\frac{2k_{j\eta}}{M_{j\eta}^2}.$$

This is the coupled form of MS-T, with the assignment of barriers and periodicities stated here. Assignments may differ in how torsions are grouped. The limits depend on (7) and on matching the curvature, not on the shape of the box.

**Q.** The boxes are rotated and have different sizes. Surely they do not fit together.

**A.** In general they do not. Their volumes add correctly, but the reference potentials are not pieces of one continuous surface. MS-T is an interpolation between known local and global information. It does not reconstruct the torsional potential.

**Q.** Then evaluate the integral.

**A.** It factorizes. Drop the indices, put $u=\beta W/2=\beta k/M^2$, and let $\theta=My$:

$$\int_{-\pi/M}^{\pi/M}dy\,e^{-u[1-\cos(My)]}
=\frac{e^{-u}}M\int_{-\pi}^{\pi}d\theta\,e^{u\cos\theta}
=\frac{2\pi}Me^{-u}I_0(u),$$

where $I_0$ is the modified Bessel function defined by this integral divided by $2\pi$. Each torsional direction has the prefactor $\sqrt{\beta k/2\pi}$ from (5). Since $\sqrt{\beta k/2\pi}\,(2\pi/M)=\sqrt{2\pi\beta k/M^2}$, the result is

$$R_j=\prod_{\eta=1}^tf(u_{j\eta}),\qquad f(u)=\sqrt{2\pi u}\,e^{-u}I_0(u).\tag{8}$$

Direct quadrature of one-torsion integrals tests $f$. A second test integrates the whole phase space of two coupled torsions and one further coordinate. Its ratio to the classical harmonic function is 1.349291, and (8) gives 1.349291.

**Q.** A ratio above one? You have cut an infinite parabola down to a finite cell, so I expected a reduction.

**A.** Two effects compete. Because $1-\cos\theta\le\theta^2/2$, the cosine well lies below its parabola inside the cell. This increases the integral. The finite cell removes the outer part of the parabola, which decreases it. A numerical search between $u=0.1$ and $u=5$ finds a maximum $f=1.175$ at $u=0.790$, where $k_BT$ is somewhat larger than $W/2$. Near $u=0$ the factor falls as $\sqrt{2\pi u}$, and the finite cell controls the result.

**Q.** All of this is classical. A torsion at room temperature may not be.

**A.** For that reason the classical ratio multiplies the quantum harmonic partition function. For one oscillator,

$$\sum_{n=0}^\infty e^{-\beta\hbar\omega(n+1/2)}
=\frac{e^{-\beta\hbar\omega/2}}{1-e^{-\beta\hbar\omega}}
=\frac1{2\sinh(\beta\hbar\omega/2)}.$$

The assumption is that quantum effects and torsional anharmonicity can be combined as factors. Summing over structures gives

$$Q=\sum_{j=1}^JQ_{{\rm rot},j}\,e^{-\beta U_j}
\left[\prod_{m=1}^F\frac1{2\sinh(\beta\hbar\omega_{jm}/2)}\right]
\prod_{\eta=1}^tf(u_{j\eta}).\tag{9}$$

The energies $U_j$ are potential energies at the minima, measured from the lowest one. Zero-point energy is already in the square bracket and must not be added to $U_j$ again.

**Q.** So which parts of (9) are derived, and which are modelling?

**A.** Equation (5) follows from classical statistics under the two stated assumptions about constant matrices and a harmonic $s$. Equation (8) is the evaluation of the chosen reference integral. The cosine reference, the box, and the use of a classical correction for quantum torsions are modelling steps. Getting the limits right restricts the formula at the two ends, but it does not guarantee a given accuracy between them.

## Second half: the two limits and a coupled example

**Q.** Before I test the limits, state what you are carrying over.

**A.** There are $J$ distinguishable minima with energies $U_j$, normal frequencies $\omega_{jm}$ and rotational functions $Q_{{\rm rot},j}$, which contain $1/\sigma_j$. The relaxed torsional Hessian $K_j$ has eigenvalues $k_{j\eta}$, and $D_j$ is the matrix of torsional moments. The nontorsional frequencies are $\bar\omega_{jk}$. The cell volume is $\Omega_j=\prod_\eta(2\pi/M_{j\eta})$, the effective barrier is $W_{j\eta}=2k_{j\eta}/M_{j\eta}^2$, and $u_{j\eta}=\beta W_{j\eta}/2$. The MS-T function (9) is the harmonic sum with each term multiplied by $R_j=\prod_\eta f(u_{j\eta})$, where $f(u)=\sqrt{2\pi u}\,e^{-u}I_0(u)$. Equation (6) says $\prod_m\omega_{jm}=\prod_k\bar\omega_{jk}\sqrt{\det K_j/\det D_j}$.

**Q.** Cooling makes $u$ large. Show me that $f$ really tends to one.

**A.** Use the integral for $I_0$ and the identity $1-\cos\theta=2\sin^2(\theta/2)$:

$$f(u)=\sqrt{\frac u{2\pi}}\int_{-\pi}^{\pi}d\theta\,e^{-2u\sin^2(\theta/2)}.$$

Set $z=2\sqrt u\,\sin(\theta/2)$. Then $dz=\sqrt u\cos(\theta/2)\,d\theta$ and $\cos(\theta/2)=\sqrt{1-z^2/4u}$, so

$$f(u)=\frac1{\sqrt{2\pi}}\int_{-2\sqrt u}^{2\sqrt u}
\frac{e^{-z^2/2}}{\sqrt{1-z^2/4u}}\,dz.$$

For $|z|\le\sqrt u$, the inverse square root is $1+z^2/(8u)$ plus a remainder bounded by a constant times $z^4/u^2$. For $|z|>\sqrt u$, return to $\theta$: the exponential is at most $e^{-u/2}$ on a finite range, so this part is at most of order $\sqrt u\,e^{-u/2}$. The Gaussian averages of $1$ and $z^2$ are both one. Hence

$$f(u)=1+\frac1{8u}+O(u^{-2}),\qquad u\to\infty.\tag{10}$$

We now have the MS-T partition function (9), and we know that each torsional factor $f$ tends to one on cooling. What remains is to find the low- and high-temperature limits of the whole sum over structures, and to compare it with quantum results for two coupled torsions.
